# Band-filling energy of a donor electron in a periodic supercell

## Problem

A donor in an oxide is modelled by a cubic supercell of side $L=1.5$ nm, repeated periodically. Each cell holds one donor, which gives one electron to the conduction band. The band is parabolic and isotropic, with mass $m=0.5\,m_e$ and its minimum at $\Gamma$. It is spin-degenerate, with equal numbers of up and down electrons on average. The temperature is zero.

1. Estimate the mean energy of the donor electron above the band edge when the Brillouin zone is sampled densely. How does this energy enter the donor's formation energy and its charge-transition level?
2. What replaces the estimate when the sampling is coarse, or when the electrons are fully spin-polarized?
3. How far do temperature, band shape, the donor potential and nonlocal exchange move the number?

## Solution

### What is to be corrected

An isolated neutral donor whose electron is not bound has that electron at the band edge. In the supercell there is one such electron in every cell, and together they form an electron gas. The Pauli principle forces most of them above the edge. The excess energy per cell is

$$
E_{\rm fill}=\sum_{\mathbf k}w_{\mathbf k}\sum_b f_{b\mathbf k}\,(\varepsilon_{b\mathbf k}-\varepsilon_{\rm edge}),
\qquad
\sum_{\mathbf k}w_{\mathbf k}\sum_b f_{b\mathbf k}=1 .
$$

Here $b$ labels the conduction bands, the weights satisfy $\sum_{\mathbf k} w_{\mathbf k}=1$, and the occupation $f_{b\mathbf k}$ runs from 0 to 2 because both spins are included. The reference is the band edge, not the Fermi level.

For independent electrons, and with the donor's attraction neglected, the supercell energy exceeds this dilute value by $E_{\rm fill}$. The formation energy of the neutral donor is therefore corrected by $-E_{\rm fill}$. The positive donor has no electron in the band and needs no such correction. With Fermi level $E$ measured from the valence edge, the charge-transition level solves $E_f(+)+E=E_f(0)$, where $E_f(+)$ is taken at $E=0$. Hence $E=E_f(0)-E_f(+)$, and uncorrected filling places this level too high by $E_{\rm fill}$. Electrostatic and elastic errors of the supercell are separate matters.

### The dense limit

For dense sampling the sum over $\mathbf k$ becomes an integral with $L^3/(2\pi)^3$ states per unit volume of $k$-space, for each spin. At zero temperature the occupied states fill a sphere of radius $k_F$. One electron per cell requires

$$
2\,\frac{L^3}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{L^3k_F^3}{3\pi^2}=1,
\qquad
k_F=\frac{(3\pi^2)^{1/3}}{L}.
$$

The bands of the supercell are folded into a zone whose faces lie at distance $\pi/L$ from $\Gamma$. Since $k_FL=3.094<\pi$, the sphere fits inside, whatever the value of $L$. The margin is small: $k_F=2.062\ \text{nm}^{-1}$, against $2.094\ \text{nm}^{-1}$ for the face. The lowest free-electron band of the supercell thus contains all the occupied states.

The mean of $k^2$ over the sphere is

$$
\langle k^2\rangle=\frac{\int_0^{k_F}k^4\,dk}{\int_0^{k_F}k^2\,dk}
=\frac{k_F^5/5}{k_F^3/3}=\frac35k_F^2 ,
$$

and therefore

$$
E_{\rm fill}=\frac35E_F,\qquad
E_F=\frac{\hbar^2k_F^2}{2m}=\frac{\hbar^2(3\pi^2)^{2/3}}{2mL^2}.
$$

With $\hbar^2/(2m_e)=0.03810\ \text{eV nm}^2$,

$$
E_F=\frac{0.03810}{0.5}\,(2.0624)^2\ \text{eV}=0.3241\ \text{eV},
\qquad
E_{\rm fill}=0.6\times0.3241\ \text{eV}=0.1945\ \text{eV}.
$$

The estimate is **0.19 eV**, so the formation-energy correction is $-0.19$ eV. Further digits are kept below only to compare cases within the model.

The energy varies as $1/(mL^2)$. Doubling the side to 3 nm multiplies the volume by eight but divides the filling energy by only four, to 0.049 eV. Enlarging the cell is a slow way to remove this error.

### Coarse sampling

A calculation on a finite mesh contains the filling energy of that mesh. The states are filled from the lowest upward, and a degenerate top level is filled fractionally.

With $\Gamma$ alone, the lowest state can hold two electrons and receives one. It lies at the edge, so $E_{\rm fill}=0$. Subtracting 0.19 eV from such a calculation would add an error.

A $\Gamma$-centred $2\times2\times2$ mesh has eight points of weight $1/8$. Each band at each point holds $2/8=0.25$ electron. The state at $\Gamma$ takes 0.25 and leaves 0.75. The next points are the three face centres, with energy

$$
E_X=\frac{\hbar^2}{2m}\left(\frac{\pi}{L}\right)^2=0.3342\ \text{eV}.
$$

Two folded branches meet at each face centre, because $k=\pi/L$ and $k=-\pi/L$ are equivalent. The available capacity is $3\times2\times0.25=1.5$, enough for the remaining 0.75. Hence $E_{\rm fill}=0.75\,E_X=0.251$ eV.

If the same mesh is shifted by half a step, all eight points have components $\pm\pi/(2L)$. Then $k^2=3\pi^2/(4L^2)$ at every point, and the energy is again $\tfrac34E_X$. The agreement of these two meshes is thus no sign of convergence: both exceed the dense value by 0.056 eV.

Filling the folded free bands numerically on larger $\Gamma$-centred meshes gives 0.209 eV for $3^3$ points, 0.193 for $4^3$, 0.197 for $6^3$, 0.194 for $8^3$ and 0.1945 for $40^3$. The approach is not monotonic. For independent electrons the right correction to a given calculation is the defining sum, taken with the mesh and occupations of that calculation. The dense formula estimates its size.

### Full spin polarization

If all electrons have the same spin, the factor 2 in the count disappears:

$$
\frac{L^3}{(2\pi)^3}\frac{4\pi k_\uparrow^3}{3}=1
\quad\Rightarrow\quad
k_\uparrow=\frac{(6\pi^2)^{1/3}}{L}=2^{1/3}k_F .
$$

For free bands the mean energy grows by $2^{2/3}$, to 0.309 eV. Now $k_\uparrow L=3.90>\pi$, so the sphere passes through the zone faces and part of it is folded into higher bands.

If a gap keeps the electrons in the lowest band, they fill the whole cubic zone instead. Each component of $\mathbf k$ is uniform between $-\pi/L$ and $\pi/L$, with mean square $\pi^2/(3L^2)$. Three components give $\langle k^2\rangle=\pi^2/L^2$. If the band stays parabolic up to the faces, the mean energy is $E_X$, or 0.334 eV.

These are costs of band energy. Which spin state has the lower total energy also depends on exchange and correlation, which this count does not contain.

### Cases side by side

Unless the row says otherwise, $L=1.5$ nm, $m=0.5\,m_e$, the spins are balanced and the sampling is dense.

| Case | $E_{\rm fill}$ (eV) |
|---|---:|
| Reference case | 0.194 |
| $\Gamma$ point alone | 0 |
| $2^3$ mesh, centred or half-shifted | 0.251 |
| $4^3$ mesh, $\Gamma$-centred | 0.193 |
| Fully polarized, free bands | 0.309 |
| Fully polarized, one full parabolic band | 0.334 |
| $L=3.0$ nm | 0.049 |
| $m=0.3\,m_e$ | 0.324 |

### Temperature

Let $g(E)$ be the density of states per cell, $f$ the Fermi function from 0 to 1, and $\mu$ the chemical potential. For a smooth function $H$ with integral $K(E)=\int_0^E H\,dE'$, integration by parts gives $\int Hf\,dE=\int K(-f')\,dE$. The function $-f'$ is a narrow even peak about $\mu$ with mean square width $\pi^2(k_BT)^2/3$. Expanding $K$ to second order gives

$$
\int_0^\infty Hf\,dE\simeq\int_0^\mu H\,dE+\frac{\pi^2}{6}(k_BT)^2H'(\mu).
$$

With $H=g$ and the electron number fixed at one,

$$
g(E_F)(\mu-E_F)+\frac{\pi^2}{6}(k_BT)^2g'(E_F)=0 .
$$

With $H=Eg$, the change in energy is

$$
\Delta E=E_Fg(E_F)(\mu-E_F)+\frac{\pi^2}{6}(k_BT)^2\left[g(E_F)+E_Fg'(E_F)\right]
=\frac{\pi^2}{6}(k_BT)^2g(E_F),
$$

because the number condition cancels the terms in $g'$. The number of states below $E$ is $(E/E_F)^{3/2}$, so $g(E_F)=3/(2E_F)$ and $\Delta E=\pi^2(k_BT)^2/(4E_F)$. At 300 K, $k_BT=0.02585$ eV and the change is $+0.005$ eV. Numerical integration with the full Fermi function gives the same change to this accuracy.

### Band shape

Suppose the band bends as $E(1+\alpha E)=\gamma$, with $\gamma=\hbar^2k^2/(2m)$. Writing $E=\gamma-\alpha E^2$ and inserting $E^2\simeq\gamma^2-2\alpha\gamma^3$ gives

$$
E\simeq\gamma-\alpha\gamma^2+2\alpha^2\gamma^3 .
$$

The mean of $(k/k_F)^{2n}$ over the sphere is $3/(2n+3)$. The shift is therefore $-\tfrac37\alpha E_F^2+\tfrac23\alpha^2E_F^3$. For a chosen $\alpha=0.2\ \text{eV}^{-1}$ it is $-0.0090+0.0009=-0.008$ eV.

For unequal masses $m_x,m_y,m_z$, set $k_i=\sqrt{m_i/m_d}\,\kappa_i$ with $m_d=(m_xm_ym_z)^{1/3}$. The energy becomes $\hbar^2\kappa^2/(2m_d)$. The volume element is unchanged, since the product of the three scale factors is one. The isotropic result thus holds with $m=m_d$, provided that free folded bands are used wherever the ellipsoid leaves the first zone. Masses of 0.4, 0.4 and 0.7 have arithmetic mean 0.5, but $m_d=0.482\,m_e$. The filling energy is then 0.202 eV, which is 0.007 eV above the reference case.

### The donor potential

The donor ion also attracts the electron. Take a point charge in each cell, screened by a dielectric constant $\epsilon$, with a uniform neutralizing background. The background is rigid: the response of the electron gas, which would weaken the potential, is left out. Poisson's equation gives the electron's potential energy at reciprocal vector $\mathbf G$:

$$
V_{\mathbf G}=-\frac{e^2}{\epsilon_0\epsilon L^3G^2}\quad(\mathbf G\ne0),\qquad V_{\mathbf 0}=0 .
$$

To second order, and away from the zone faces, this potential lowers the state at $\mathbf k$ by

$$
\sum_{\mathbf G\ne0}\frac{V_{\mathbf G}^2}{T_{\mathbf G}(1+2\kappa_{\mathbf G})},
\qquad T_{\mathbf G}=\frac{\hbar^2G^2}{2m},\quad
\kappa_{\mathbf G}=\frac{\mathbf k\cdot\mathbf G}{G^2}.
$$

The terms for $\mathbf G$ and $-\mathbf G$ add to $2V_{\mathbf G}^2/[T_{\mathbf G}(1-4\kappa_{\mathbf G}^2)]$. Inside the zone $|\kappa_{\mathbf G}|<1/2$, so this is at least its value at $\Gamma$. States above the edge are lowered at least as much as the edge itself, and at this order the filling energy falls.

To go beyond second order, the Hamiltonian was diagonalized in plane waves with $|\mathbf G|\le\sqrt{10}\,(2\pi/L)$ on a half-shifted $16^3$ mesh, and the lowest states were filled. Measured from the new level at $\Gamma$, the filling energy changes from the free value on that mesh by $-0.003$ eV for $\epsilon=10$ and by $-0.024$ eV for $\epsilon=4$. The third decimal for $\epsilon=4$ is not converged: the omitted plane waves, which describe the electron close to the ion, lower the $\Gamma$ level further by about 0.003 eV and the filling energy by about 0.001 eV, so the change becomes about $-0.025$ eV.

The choice of edge matters more. The $\Gamma$ level itself drops by 0.007 eV for $\epsilon=10$ and by about 0.06 eV for $\epsilon=4$. Screening by the electron gas, in the Thomas–Fermi approximation, would reduce the second drop to about 0.03 eV. That approximation overstates the screening here, because the shortest $\mathbf G$ already exceeds $2k_F$; the wave-vector-dependent Lindhard response gives a drop closer to 0.05 eV. If the unperturbed edge is the reference, with the average potential set to zero, the defining sum gives $0.192-0.007=0.185$ eV for $\epsilon=10$ and about $0.17-0.06=0.11$ eV for $\epsilon=4$. A quoted correction must therefore say which edge it uses and how the potentials were aligned.

### Nonlocal exchange

In a density functional that depends only on the density and its gradient, a uniform electron gas shifts all conduction levels equally, so exchange does not change their spacing. Nonlocal exchange does. For statically screened exchange the self-energy is

$$
\Sigma(\mathbf k)=-\frac{e^2}{\epsilon_0\epsilon}\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\frac1{|\mathbf k-\mathbf q|^2}
=-\frac{e^2k_F}{4\pi^2\epsilon_0\epsilon}\,F(x),\quad x=\frac{k}{k_F}.
$$

Integrating over the angle between $\mathbf k$ and $\mathbf q$, and writing $y=q/k_F$, gives

$$
F(x)=\frac1x\int_0^1y\,\ln\left|\frac{x+y}{x-y}\right|dy .
$$

As $x\to0$ the logarithm tends to $2x/y$, so $F(0)=2$. The mean over the sphere is $3\int_0^1x^2F\,dx$. Its double integral is symmetric in $x$ and $y$, so it is twice the part with $y<x$. Setting $y=xt$ gives

$$
\langle F\rangle=6\int_0^1x^3dx\int_0^1t\ln\frac{1+t}{1-t}\,dt=\frac32 .
$$

The last integral equals 1: integrate by parts with $(t^2-1)/2$ as the integral of $t$; the boundary terms vanish and the remaining integrand is 1.

The edge is lowered by 2 units and the average electron by 1.5. The defining sum therefore grows by half a unit, $e^2k_F/(8\pi^2\epsilon_0\epsilon)$. This is 0.047 eV for $\epsilon=10$ and 0.118 eV for $\epsilon=4$. The second value also applies to a hybrid functional with one quarter of unscreened exchange, since $1/\epsilon=1/4$. Screening by the donor electrons themselves is left out. In the screened-exchange model it matters: adding the Thomas–Fermi term $q_{\rm TF}^2=4k_F/(\pi a^*)$ to $|\mathbf k-\mathbf q|^2$, with $a^*$ the Bohr radius multiplied by $\epsilon m_e/m$, reduces the growth to about 0.01 eV for both values of $\epsilon$. A hybrid functional with a fixed fraction of unscreened exchange contains no such reduction.

This growth belongs to the eigenvalues. The exchange part of the total energy is half the sum of the self-energies, because each pair is counted once. With nonlocal exchange, subtracting the eigenvalue sum is therefore not the same as removing the excess total energy. In this model the exchange energy per cell is $-0.75$ units and vanishes in the dilute limit, so it lowers the excess total energy, by 0.071 eV for $\epsilon=10$ and 0.177 eV for $\epsilon=4$, while it raises the eigenvalue sum. With the Thomas–Fermi term the lowering is about 0.02 and 0.03 eV. Without screening by the donor electrons, exchange is the largest of the effects sized here at fixed mass, spin state and dense sampling, measured from the $\Gamma$ level of the same cell.

### When the electron is really in the band

The estimate presumes that the electron has left the donor. A rough guide is Mott's criterion, which expects metallic behaviour when $n^{1/3}a^*$ exceeds about 0.25. Here $n=1/L^3=2.96\times10^{20}\ \text{cm}^{-3}$, and $a^*$ is the Bohr radius multiplied by $\epsilon m_e/m$. For $\epsilon=10$, $a^*=1.06$ nm and the product is 0.71. For $\epsilon=4$, $a^*=0.42$ nm and the product is 0.28, close to the limit. The criterion does not cover a deep level or an electron trapped by lattice distortion. If the electron occupies such a localized state in the gap, it does not fill the band and this correction must not be applied.

A metallic supercell does not show that an isolated donor is ionized. In the effective-mass model a lone point charge binds its electron by $13.6\ \text{eV}\times(m/m_e)/\epsilon^2$. This is 0.07 eV for $\epsilon=10$ and 0.43 eV for $\epsilon=4$; the second value is rough, because $a^*$ is then close to a lattice spacing. The corrected energy refers to an electron at the band edge and leaves this binding out.

### Beside a real oxide

Tin dioxide, SnO2, is a conducting oxide that shows the regime: an electron mass of a few tenths of $m_e$ and, when heavily doped, densities of a few $10^{20}\ \text{cm}^{-3}$. The model mass of 0.5 is heavy for it. A rough mass of 0.3 raises the parabolic estimate to 0.32 eV at the same cell size, a larger change than those found above for temperature, band shape and the donor potential, and comparable to the effect of unscreened nonlocal exchange. At the higher Fermi energy of 0.54 eV the bending of the band matters more: $\alpha=0.2\ \text{eV}^{-1}$ brings the value down to 0.30 eV. The dielectric constants 10 and 4 are likewise rough values for screening with and without the response of the ions. The assumption that a lightly doped film breaks is the density: its donors are much farther apart than 1.5 nm. As their spacing grows, the filling energy tends to zero, which is why the 0.19 eV is subtracted from the supercell result and not reported as a property of the donor.
